# Total-angular-momentum projectors for pseudopotentials with spin-orbit coupling: a program that tests the result

```python
# Result under test: on the space of fixed orbital quantum number l times spin 1/2,
# with K = sigma.L/hbar,  Pp = (l+1+K)/(2l+1)  and  Pm = (l-K)/(2l+1)  are the
# orthogonal projectors onto j = l+1/2 and j = l-1/2 (ranks 2l+2 and 2l), and
# Vp*Pp + Vm*Pm = Vav + Vso*L.S/hbar^2 with Vav = ((l+1)Vp + l Vm)/(2l+1),
# Vso = 2(Vp - Vm)/(2l+1).  L, S, J matrices are in units of hbar; mu = m_j.
# Basis: |l,m>|s>, m descending, spin up first, Condon-Shortley phases.
# Model p channel: V_j(r) = -Z e^2 erf(r/rc)/(4 pi eps0 r) + A_j exp(-r^2/rc^2).
import numpy as np
import sympy as sp
from sympy.physics.wigner import clebsch_gordan
from scipy.constants import hbar, m_e, e, epsilon_0, pi
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import erf, eval_genlaguerre

tol = 1e-12
sig = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
       np.array([[1, 0], [0, -1]], complex)]
I2 = np.eye(2)
half = sp.Rational(1, 2)

def close(a, b, t=tol):
    return np.max(np.abs(a - b)) < t

def ladder_L(l):
    ms = np.arange(l, -l - 1, -1)
    Lp = np.zeros((2*l + 1, 2*l + 1), complex)
    for i in range(1, 2*l + 1):
        Lp[i-1, i] = np.sqrt(l*(l + 1) - ms[i]*(ms[i] + 1))
    return [(Lp + Lp.T)/2, (Lp - Lp.T)/2j, np.diag(ms).astype(complex)]

def K_matrix(l):
    return sum(np.kron(a, s) for a, s in zip(ladder_L(l), sig))

# Pauli product rule
for i in range(3):
    for j in range(3):
        rhs = (i == j)*I2 + 1j*sum(int(sp.LeviCivita(i, j, k))*sig[k] for k in range(3))
        assert close(sig[i] @ sig[j], rhs)

# L matrices from -i r x grad on solid harmonics, by quadrature over the sphere
x, y, z, t = sp.symbols('x y z t', real=True)
ct, wt = np.polynomial.legendre.leggauss(12)
CT, PH = np.meshgrid(ct, 2*np.pi*np.arange(16)/16, indexing='ij')
W = np.outer(wt, np.full(16, 2*np.pi/16)).ravel()
X = (np.sqrt(1 - CT**2)*np.cos(PH)).ravel()
Y = (np.sqrt(1 - CT**2)*np.sin(PH)).ravel()
Zc = CT.ravel()

def solid(l, m):
    a = abs(m)
    p = sp.legendre(l, t)
    for _ in range(a):
        p = sp.diff(p, t)
    rad = sum(c*z**k*(x**2 + y**2 + z**2)**((l - a - k)//2)
              for (k,), c in sp.Poly(p, t).terms())
    N = sp.sqrt(sp.Rational(2*l + 1, 4)/sp.pi*sp.factorial(l - a)/sp.factorial(l + a))
    return N*rad*((-1)**a*(x + sp.I*y)**a if m >= 0 else (x - sp.I*y)**a)

def on_sphere(f):
    return np.ones_like(X)*sp.lambdify((x, y, z), f, 'numpy')(X, Y, Zc)

for l in range(4):
    fs = [solid(l, m) for m in range(l, -l - 1, -1)]
    F = np.array([on_sphere(f) for f in fs])
    assert close((F.conj()*W) @ F.T, np.eye(2*l + 1))
    for (a, b), Lmat in zip([(y, z), (z, x), (x, y)], ladder_L(l)):
        G = np.array([on_sphere(-sp.I*(a*sp.diff(f, b) - b*sp.diff(f, a))) for f in fs])
        assert close((F.conj()*W) @ G.T, Lmat)

# Projector formula against diagonalization of J^2 and Clebsch-Gordan sums
rng = np.random.default_rng(1)
spectral = {}
for l in range(5):
    L = ladder_L(l); n = 2*l + 1; I = np.eye(2*n); K = K_matrix(l)
    assert close(L[0] @ L[1] - L[1] @ L[0], 1j*L[2])
    assert close(sum(a @ a for a in L), l*(l + 1)*np.eye(n))
    assert close(K @ K + K, l*(l + 1)*I)
    J = [np.kron(a, I2) + np.kron(np.eye(n), s/2) for a, s in zip(L, sig)]
    ev, U = np.linalg.eigh(sum(a @ a for a in J))
    jv = -0.5 + np.sqrt(0.25 + ev)
    up, dn = np.abs(jv - l - 0.5) < 1e-9, np.abs(jv - l + 0.5) < 1e-9
    assert up.sum() == 2*l + 2 and dn.sum() == 2*l
    Qp, Qm = U[:, up] @ U[:, up].conj().T, U[:, dn] @ U[:, dn].conj().T
    spectral[l] = (Qp, Qm)
    assert close(np.linalg.eigvalsh(K), np.array([-(l + 1)]*(2*l) + [l]*(2*l + 2)))
    Pp, Pm = ((l + 1)*I + K)/n, (l*I - K)/n
    assert close(Pp, Qp) and close(Pm, Qm)
    assert close(Pp @ Pp, Pp) and close(Pm @ Pm, Pm) and close(Pp @ Pm, 0)
    assert close(Pp, Pp.conj().T) and close(Qp + Qm, I)
    for P, j in [(Pp, l + half), (Pm, l - half)]:
        C = np.zeros((2*n, 2*n))
        for k in range(int(2*j + 1)):
            mj = j - k; v = np.zeros(2*n)
            for s, msp in enumerate([half, -half]):
                ml = mj - msp
                if abs(ml) <= l:
                    v[2*int(l - ml) + s] = float(clebsch_gordan(l, half, j, ml, msp, mj))
            C += np.outer(v, v)
        assert close(P, C)
        assert all(close(P @ a, a @ P) for a in J)
    Lz = np.kron(L[2], I2)
    assert l == 0 or not close(Pp @ Lz, Lz @ Pp, 0.1)
    assert close(np.einsum('asbs->ab', Qp.reshape(n, 2, n, 2)), (2*l + 2)/n*np.eye(n))
    assert close(np.einsum('asbs->ab', Qm.reshape(n, 2, n, 2)), 2*l/n*np.eye(n))
    vp, vm = rng.normal(size=2)
    assert close(vp*Qp + vm*Qm, ((l + 1)*vp + l*vm)/n*I + 2*(vp - vm)/n*K/2)
    for k in range(2*l):                       # 2x2 blocks of fixed mu
        mu = l - 0.5 - k; w = np.sqrt((l + 0.5)**2 - mu**2)
        idx = [2*(k + 1), 2*k + 1]
        assert close(K[np.ix_(idx, idx)], np.array([[mu - 0.5, w], [w, -mu - 0.5]]))
        assert close(Qp[np.ix_(idx, idx)], np.array([[l + .5 + mu, w], [w, l + .5 - mu]])/n)
    assert close(K[:, 0], l*I[:, 0]) and close(K[:, -1], l*I[:, -1])
    for lw in range(5):                        # formula for lw used on the space of l
        d = (l*(l + 1) - lw*(lw + 1))/(2*lw + 1)**2
        for B in (((lw + 1)*I + K)/(2*lw + 1), (lw*I - K)/(2*lw + 1)):
            assert close(B @ B - B, d*I, 1e-11)
    print(f"l={l}: Tr K = {abs(np.trace(K)):.1f}, Tr P+ = {np.trace(Pp).real:.6f}, "
          f"Tr P- = {np.trace(Pm).real:.6f}, max|P+^2-P+| = {np.abs(Pp@Pp-Pp).max():.0e}")
assert close(K_matrix(0), 0)

# Exact arithmetic: full matrices and the general block
for l in (1, 2, 3):
    n = 2*l + 1; Lp = sp.zeros(n, n)
    for i in range(1, n):
        Lp[i-1, i] = sp.sqrt(l*(l + 1) - (l - i)*(l - i + 1))
    su = sp.Matrix([[0, 1], [0, 0]])
    Ke = (sp.kronecker_product(sp.diag(*range(l, -l - 1, -1)), sp.diag(1, -1))
          + sp.kronecker_product(Lp.T, su) + sp.kronecker_product(Lp, su.T))
    assert close(np.array(Ke.evalf().tolist(), dtype=float), K_matrix(l))
    for P in (((l + 1)*sp.eye(2*n) + Ke)/n, (l*sp.eye(2*n) - Ke)/n):
        assert (P*P - P).applyfunc(sp.expand) == sp.zeros(2*n, 2*n)
ls, mus = sp.symbols('l mu', positive=True)
ws = sp.sqrt((ls + half)**2 - mus**2)
Kb = sp.Matrix([[mus - half, ws], [ws, -mus - half]])
assert sp.expand(Kb.trace() + 1) == 0 and sp.expand(Kb.det() + ls*(ls + 1)) == 0
for Nb in ((ls + 1)*sp.eye(2) + Kb, ls*sp.eye(2) - Kb):
    assert (Nb*Nb - (2*ls + 1)*Nb).applyfunc(sp.expand) == sp.zeros(2, 2)

# Example (a): l = 1
l = 1; K1 = K_matrix(1); assert close(K1.imag, 0); K1 = K1.real; I6 = np.eye(6)
Pp, Pm = (2*I6 + K1)/3, (I6 - K1)/3
evK = np.linalg.eigvalsh(K1)
print(f"hbar = {hbar:.6e} J s")
print(f"l=1 eigenvalues of sigma.L: {evK[-1]*hbar:.6e} J s and {evK[0]*hbar:.6e} J s")
print("l=1 matrix P+ (order: 1up 1dn 0up 0dn -1up -1dn), dimensionless:")
for row in Pp:
    print("  " + " ".join(f"{v:8.5f}" for v in row))
idx = np.ix_([2, 1], [2, 1])
for name, M in (("K", K1), ("P+", Pp), ("P+^2", Pp @ Pp), ("P-", Pm), ("P-^2", Pm @ Pm)):
    print(f"mu=1/2 block (0up,1dn) of {name}: " + " ".join(f"{v:.5f}" for v in M[idx].ravel()))
print(f"state |0,up>: weight j=3/2 = {Pp[2,2]:.5f}, weight j=1/2 = {Pm[2,2]:.5f}")
bad = np.linalg.eigvalsh((2*np.eye(10) + K_matrix(2))/3)
print(f"l=1 formula for P+ on l=2 space: eigenvalues {bad[-1]:.5f}, {bad[0]:.5f}; "
      f"P^2-P = {bad[-1]**2-bad[-1]:.5f}")
B = (2*I6 + K1/2)/3; assert not close(B @ B, B, 0.05)
bad = np.linalg.eigvalsh(B)
print(f"L.S/hbar^2 used in place of K, l=1: eigenvalues {bad[-1]:.5f}, {bad[0]:.5f}")

# Example (b): model p channel; internal scales EU (J) and LU (m) only condition the matrices
EU, LU = 1e-18, 1e-10
Zion, rc, Ap, Am = 2.0, 1.0e-10, -1.0e-18, -1.3e-18
kin = hbar**2/(2*m_e)/(EU*LU**2); coul = e**2/(4*pi*epsilon_0)/(EU*LU)
gauss = lambda r: np.exp(-(r*LU/rc)**2)
vloc = lambda r: -Zion*coul*erf(r*LU/rc)/r
Aav, Aso = ((l + 1)*Ap + l*Am)/(2*l + 1), 2*(Ap - Am)/(2*l + 1)

def radial_fd(A, N=20000, R=20.0):             # finite differences, one j at a time
    h = R/(N + 1); r = h*np.arange(1, N + 1)
    d = 2*kin/h**2 + kin*l*(l + 1)/r**2 + vloc(r) + A/EU*gauss(r)
    return eigh_tridiagonal(d, np.full(N - 1, -kin/h**2), eigvals_only=True,
                            select='i', select_range=(0, 0))[0]

nb, sc = 40, 8.0                               # Laguerre basis in q = sc*r
g, wq = np.polynomial.legendre.leggauss(800); q = 130*(g + 1); wq = 130*wq
Lg = np.array([eval_genlaguerre(k, 4, q) for k in range(nb)])
dL = np.array([np.zeros_like(q)] + [-eval_genlaguerre(k - 1, 5, q) for k in range(1, nb)])
u = q**2*np.exp(-q/2)*Lg
du = np.exp(-q/2)*((2*q - q**2/2)*Lg + q**2*dL)
nrm = np.sqrt((u*u) @ wq)[:, None]; u, du = u/nrm, du/nrm
mat = lambda f: (u*(wq*f)) @ u.T
S = mat(1.0); Gm = mat(gauss(q/sc))
H0 = kin*sc**2*((du*wq) @ du.T + mat(l*(l + 1)/q**2)) + mat(vloc(q/sc)) + Aav/EU*Gm

def coupled(scale):
    return eigh(np.kron(H0, I6) + scale*Aso/EU*np.kron(Gm, K1/2), np.kron(S, I6))

E, Cv = coupled(1.0)
assert np.ptp(E[:2]) < 1e-9 and np.ptp(E[2:6]) < 1e-9
assert E[2] - E[1] > 1e-3 and E[6] - E[5] > 0.1
wp = np.einsum('ia,ij,ja->a', Cv[:, :6], np.kron(S, spectral[1][0].real), Cv[:, :6])
assert close(wp, np.array([0, 0, 1, 1, 1, 1]), 1e-8)
Em, Ep = radial_fd(Am), radial_fd(Ap)
# tolerance set by the O(h^2) error of the finite-difference grid
assert abs(E[0] - Em) < 1e-5 and abs(E[2] - Ep) < 1e-5
E0, c0 = eigh(H0, S); Eav = E0[0]; gav = c0[:, 0] @ Gm @ c0[:, 0]; vso = Aso/EU*gav
err = []
for s in (0.2, 0.1):                           # first-order errors must fall as s^2
    Es = coupled(s)[0]
    err.append([Es[2] - Eav - s*vso*l/2, Es[0] - Eav + s*vso*(l + 1)/2,
                (4*Es[2] + 2*Es[0])/6 - Eav])
ratio = np.array(err[0])/np.array(err[1])
assert np.all(np.abs(ratio - 4) < 0.3)
mean = E[:6].mean(); assert mean < Eav
print(f"Z = {Zion:.0f}, rc = {rc:.2e} m, A_3/2 = {Ap:.2e} J, A_1/2 = {Am:.2e} J")
print(f"hbar^2/(2 m_e) = {hbar**2/(2*m_e):.6e} J m^2")
print(f"e^2/(4 pi eps0) = {e**2/(4*pi*epsilon_0):.6e} J m")
print(f"A_av = {Aav:.4e} J, A_so = {Aso:.4e} J")
print("six-component levels / J: " + " ".join(f"{v*EU:.5e}" for v in E[:6]))
print(f"next six-component level = {E[6]*EU:.5e} J")
print("<P+> in the six lowest states: " + " ".join(f"{abs(v):.4f}" for v in wp))
print(f"radial equation j=1/2: E = {Em*EU:.5e} J = {Em*EU/e:.4f} eV")
print(f"radial equation j=3/2: E = {Ep*EU:.5e} J = {Ep*EU/e:.4f} eV")
print(f"largest difference of the two methods = {max(abs(E[0]-Em), abs(E[2]-Ep))*EU:.0e} J")
print(f"splitting = {(E[2]-E[0])*EU:.5e} J = {(E[2]-E[0])*EU/e:.4f} eV")
print(f"level in V_av alone = {Eav*EU:.5e} J")
print(f"<exp(-r^2/rc^2)> = {gav:.5f}, <V_so> = {vso*EU:.5e} J")
print(f"first-order shift j=3/2 = {vso*l/2*EU:.5e} J, j=1/2 = {-vso*(l+1)/2*EU:.5e} J")
print(f"first-order splitting = {1.5*vso*EU:.5e} J = {1.5*vso*EU/e:.4f} eV")
print(f"first-order splitting relative error = {100*(1.5*vso/(E[2]-E[0])-1):.2f} %")
print(f"weighted mean level = {mean*EU:.5e} J, minus V_av level = {(mean-Eav)*EU:.3e} J")
print("error ratios on halving V_so (3/2, 1/2, mean): " + " ".join(f"{v:.3f}" for v in ratio))
print("all tests passed")
```

Running it gives:

```
l=0: Tr K = 0.0, Tr P+ = 2.000000, Tr P- = 0.000000, max|P+^2-P+| = 0e+00
l=1: Tr K = 0.0, Tr P+ = 4.000000, Tr P- = 2.000000, max|P+^2-P+| = 0e+00
l=2: Tr K = 0.0, Tr P+ = 6.000000, Tr P- = 4.000000, max|P+^2-P+| = 1e-16
l=3: Tr K = 0.0, Tr P+ = 8.000000, Tr P- = 6.000000, max|P+^2-P+| = 1e-16
l=4: Tr K = 0.0, Tr P+ = 10.000000, Tr P- = 8.000000, max|P+^2-P+| = 1e-16
hbar = 1.054572e-34 J s
l=1 eigenvalues of sigma.L: 1.054572e-34 J s and -2.109144e-34 J s
l=1 matrix P+ (order: 1up 1dn 0up 0dn -1up -1dn), dimensionless:
   1.00000  0.00000  0.00000  0.00000  0.00000  0.00000
   0.00000  0.33333  0.47140  0.00000  0.00000  0.00000
   0.00000  0.47140  0.66667  0.00000  0.00000  0.00000
   0.00000  0.00000  0.00000  0.66667  0.47140  0.00000
   0.00000  0.00000  0.00000  0.47140  0.33333  0.00000
   0.00000  0.00000  0.00000  0.00000  0.00000  1.00000
mu=1/2 block (0up,1dn) of K: 0.00000 1.41421 1.41421 -1.00000
mu=1/2 block (0up,1dn) of P+: 0.66667 0.47140 0.47140 0.33333
mu=1/2 block (0up,1dn) of P+^2: 0.66667 0.47140 0.47140 0.33333
mu=1/2 block (0up,1dn) of P-: 0.33333 -0.47140 -0.47140 0.66667
mu=1/2 block (0up,1dn) of P-^2: 0.33333 -0.47140 -0.47140 0.66667
state |0,up>: weight j=3/2 = 0.66667, weight j=1/2 = 0.33333
l=1 formula for P+ on l=2 space: eigenvalues 1.33333, -0.33333; P^2-P = 0.44444
L.S/hbar^2 used in place of K, l=1: eigenvalues 0.83333, 0.33333
Z = 2, rc = 1.00e-10 m, A_3/2 = -1.00e-18 J, A_1/2 = -1.30e-18 J
hbar^2/(2 m_e) = 6.104264e-39 J m^2
e^2/(4 pi eps0) = 2.307078e-28 J m
A_av = -1.1000e-18 J, A_so = 2.0000e-19 J
six-component levels / J: -1.84017e-18 -1.84017e-18 -1.79292e-18 -1.79292e-18 -1.79292e-18 -1.79292e-18
next six-component level = -8.56492e-19 J
<P+> in the six lowest states: 0.0000 0.0000 1.0000 1.0000 1.0000 1.0000
radial equation j=1/2: E = -1.84017e-18 J = -11.4854 eV
radial equation j=3/2: E = -1.79292e-18 J = -11.1905 eV
largest difference of the two methods = 2e-25 J
splitting = 4.72501e-20 J = 0.2949 eV
level in V_av alone = -1.80833e-18 J
<exp(-r^2/rc^2)> = 0.15578, <V_so> = 3.11564e-20 J
first-order shift j=3/2 = 1.55782e-20 J, j=1/2 = -3.11564e-20 J
first-order splitting = 4.67346e-20 J = 0.2917 eV
first-order splitting relative error = -1.09 %
weighted mean level = -1.80867e-18 J, minus V_av level = -3.410e-22 J
error ratios on halving V_so (3/2, 1/2, mean): 3.998 4.003 4.002
all tests passed
```
